# One-phonon spin relaxation: detailed balance and numerical errors, part 3

One-phonon relaxation of a spin $S=1$ in a harmonic crystal is computed in Hartree atomic units ($\hbar=1$, $\beta=1/T$).

$H=\sum_kp_kO_k$ has levels $E_a$, $\omega_{ab}=E_a-E_b$; the $p_k$ come from tensors $D$, $g$. Their finite-difference gradients $G_{i\mu,k}$ (step $h$, atom $i$ at $\mathbf R_i$) obey $\sum_iG_{i\mu,k}=0$, imposed by subtracting the atomic mean. They give the couplings $\kappa_{km}$ to modes $m$ and $\Lambda_{\mu\mu',k}=\sum_iG_{i\mu,k}R_{i\mu'}$. For cell side $\ell$,

$$J_{kl}(\omega)=\left(\frac{\ell}{2\pi}\right)^3\int d\Omega_{\mathbf n}\sum_\lambda\frac{q_\lambda^2\,\mathrm{Re}(\kappa_k\kappa_l^*)}{\partial\omega_\lambda/\partial q},\qquad\omega_\lambda(q_\lambda\mathbf n)=\omega. \tag{1}$$

Here $J=\omega^3P(\omega^2)$, with $P_0$ for constant $P$; $n_\theta$ counts polar quadrature nodes.

With $n=1/(e^{\beta\omega}-1)$, $\Gamma_{kl}(\omega)=2\pi J_{kl}(n+1)$ and $\Gamma_{kl}(-\omega)=2\pi J_{kl}n$ for $\omega>0$, $\Gamma(0)=0$, and $Y_{ij,rs}=\sum_{kl}\Gamma_{kl}O_{k,ij}O_{l,rs}$,

$$\mathcal R_{ab,cd}=\tfrac12\left[Y_{db,ac}(\omega_{ca})+Y_{db,ac}(\omega_{db})\right]-\tfrac12\delta_{bd}\sum_rY_{ar,rc}(\omega_{cr})-\tfrac12\delta_{ac}\sum_rY_{dr,rb}(\omega_{dr}). \tag{2}$$

This relaxes the spin state $\rho$, with the lattice state $\rho_B$ thermal and the level-shift part $\Delta$ dropped. The secular step keeps $\omega_{ab}=\omega_{cd}$; $\omega_{\rm gap}$ is the smallest nonzero $|\omega_{ab}-\omega_{cd}|$. With $\gamma_a=\sum_{r\neq a}W_{r\leftarrow a}$ and $J_{ab}=\sum_{kl}J_{kl}O_{k,ba}O_{l,ab}$,

$$\frac1{T_{2,ab}}=\frac{\gamma_a+\gamma_b}2+\frac12\sum_{kl}\Gamma_{kl}(0)\,\delta O_k\,\delta O_l,\qquad\delta O_k=O_{k,aa}-O_{k,bb}. \tag{3}$$

$$W_{a\leftarrow b}=2\pi J_{ab}(n+1),\qquad W_{b\leftarrow a}=2\pi J_{ab}\,n,\qquad\frac{W_{a\leftarrow b}}{W_{b\leftarrow a}}=\frac{n+1}n=e^{\beta\omega}. \tag{4}$$

Naive smearing with Gaussians $\delta_\sigma$ keeps each mode's own occupation. Its downward and upward rates $F_\sigma(\pm\omega)$ violate (4) by $\eta=\ln[F_\sigma(\omega)/F_\sigma(-\omega)]-\beta\omega$:

$$F_\sigma(-\omega)=e^{-\beta\omega+\beta^2\sigma^2/2}\,F_\sigma(\omega-\beta\sigma^2). \tag{5}$$

$$\eta=\sigma^2\left[\beta\frac{J'_{ab}}{J_{ab}}-\beta^2\left(n+\tfrac12\right)\right]+O(\sigma^4). \tag{6}$$

The balanced scheme smears only $J$, with $K_\sigma=\delta_\sigma(\omega-\omega_m)-\delta_\sigma(\omega+\omega_m)$, on a shifted mesh of $N^3$ points. For $N\to\infty$,

$$J^\sigma=J+\frac{\sigma^2}{2}J''+\frac{\sigma^4}{8}J''''+\dots \tag{7}$$

Richardson extrapolation uses $(\sigma_2^2J^{\sigma_1}-\sigma_1^2J^{\sigma_2})/(\sigma_2^2-\sigma_1^2)$. A nonzero smeared $\Gamma(0)$ would add artificial dephasing $3\pi T\sigma^2\sum_{kl}P_{kl}(0)\delta O_k\delta O_l$. The mesh-error envelope is

$$e^{-x^2/2},\qquad x=\frac{\sigma N\ell}{v_{\max}}, \tag{8}$$

with prefactors including spreading, $1/(qN\ell)$, and roughly $1+(\sigma x/\omega)^2$.

Example: simple cubic lattice, $\ell=11.9$ bohr (printed a), mass $M$, springs $k_1,k_2$; $v_{\max}=v_L=1.1379\times10^{-3}$, $v_T=5.0887\times10^{-4}$ (printed c_L, c_T); first van Hove point $8.5524\times10^{-5}E_h$. Six neighbours contribute to $D,g$ with strengths $b_D,b_g$ and distance exponents 6, 4 (printed t_D, t_g). At 1 T and $T=4$ K $=1.26672\times10^{-5}E_h$, transitions 01, 02, 12 have $\omega=2.30636,3.93918,1.63282\times10^{-5}E_h$, $\beta\omega=1.8207,3.1097,1.2890$, $n=0.1932,0.0467,0.3803$.

**Rates.** Equation (1) gives $J_{01},J_{02},J_{12}=7.5254,\ 33.740,\ 1.6256\times10^{-12}E_h$. For 02, $W_{0\leftarrow2}=2\pi\cdot33.740\times10^{-12}\cdot1.0467=221.89\times10^{-12}$. In units of $10^{-12}$ per atomic unit of time the downward rates are $56.418$, $221.89$, $14.099$ and the upward rates $9.1346$, $9.8993$, $3.8848$. The ratio $221.89/9.8993=22.415$ has logarithm $3.1097$. The loss rates are

$$\gamma_0=9.1346+9.8993=19.034,\quad\gamma_1=56.418+3.8848=60.303,\quad\gamma_2=221.89+14.099=235.99 .$$

The two nonzero rates have sum $\gamma_0+\gamma_1+\gamma_2=315.33$, from the trace, and product equal to the sum of the principal $2\times2$ minors $\gamma_a\gamma_b-W_{a\leftarrow b}W_{b\leftarrow a}$:

$$(1147.8-515.4)+(4491.8-2196.6)+(14230.8-54.8)=17103.6 .$$

The roots are $157.66\mp\sqrt{24857.6-17103.6}=157.66\mp88.06$, that is $69.61$ and $245.72$. With $2.41888\times10^{-17}$ s per atomic unit, $T_1=2.41888\times10^{-17}/6.96069\times10^{-11}=3.475\times10^{-7}$ s for the slow mode and $9.844\times10^{-8}$ s for the fast one. The slow rate is close to the equilibration of levels 0 and 1, and the fast one to the emptying of level 2. From (3), $1/T_{2,01}=(19.034+60.303)/2=39.668$, and similarly $127.51$ and $148.15$, which correspond to $6.098$, $1.897$ and $1.633\times10^{-7}$ s.

The gap is $(2.30636-1.63282)\times10^{-5}=6.735\times10^{-6}E_h$ and the bound $\|\mathcal R\|^2/\omega_{\rm gap}$ is $1.8\times10^{-14}$. The actual change of the rates when all elements of (2) are kept is $1.7\times10^{-18}$, four orders smaller. The estimate is an upper one. It uses the norm of the whole tensor and the smallest gap, whereas populations couple to coherences only across the Bohr frequencies $\omega_{cd}$ themselves. Moreover, with $X$ the product of the two coupling elements through $\rho_{cd}$, the terms from $\rho_{cd}$ and $\rho_{dc}$ are $X/(i\omega_{cd})$ and $X^*/(-i\omega_{cd})$, which add to $2\,\mathrm{Im}X/\omega_{cd}$, so the real part of $X$ drops out. The separate sizes of these effects were not computed. The figure refers to (2), which omits $\Delta$. The non-secular elements of $i\Delta$ would give $X$ an imaginary part of order $\Gamma\Delta$ that this cancellation does not remove, so the full error of the secular step can be orders of magnitude larger than $1.7\times10^{-18}$.

**Mesh and width.** The slow rate from the balanced scheme, in $10^{-9}$ per atomic unit (exact value 0.0696), with $\sigma$ in $10^{-6}E_h$:

| $N$ | $\sigma=1$ | 2 | 3 | 4 |
|---|---|---|---|---|
| 16 | 0.0023 | 0.0147 | 0.0353 | 0.0573 |
| 32 | 0.0933 | 0.0807 | 0.0745 | 0.0752 |
| 64 | 0.0718 | 0.0710 | 0.0732 | 0.0762 |
| 128 | 0.0701 | 0.0713 | 0.0733 | 0.0762 |
| $\infty$ | 0.0700 | 0.0713 | 0.0733 | 0.0762 |

The largest relative error of the three $J_{ab}$ against $N=\infty$ at the same $\sigma$:

| $N$ | $\sigma=1$ | 2 | 3 | 4 |
|---|---|---|---|---|
| 16 | 1.0 | 1.2 | 1.0 | 0.64 |
| 32 | 0.59 | 0.19 | 0.016 | 0.030 |
| 64 | 0.14 | 0.024 | $5.9\times10^{-3}$ | $5.4\times10^{-4}$ |
| 128 | $5.4\times10^{-3}$ | $7.4\times10^{-4}$ | $1.5\times10^{-5}$ | $4.7\times10^{-8}$ |

For $N=128$ the values of $x$ are $1.34,\,2.68,\,4.02,\,5.35$. The pairs $(N,\sigma)=(64,4)$ and $(128,2)$ share $x=2.68$ and have errors $5.4$ and $7.4\times10^{-4}$. Only the order of magnitude is significant: for the lowest transition the spreading factor and the polynomial factor would make the $N=64$ entry about $2\cdot1.43/1.11\approx2.6$ times larger, and this transition carries the maximum in both entries, so further factors such as the oscillating phase matter at this level. The envelope $e^{-x^2/2}$ is $0.028$, $3.1\times10^{-4}$ and $5.9\times10^{-7}$ for the last three (unrounded) $x$, so the prefactor is about $0.027$, $0.048$ and $0.079$. A small prefactor is expected from the longitudinal weight $(v_T/v_L)^5=(0.50887/1.1379)^5=0.018$ and from the spreading factor $1/(qN\ell)=v_L/(\omega N\ell)\approx1/22$ for the lowest transition. These two factors alone give a value well below the observed one; the six nearest images, the strength of the coupling to longitudinal strain and the anisotropy of the wavefront also enter, and the value is not predicted here. It is not constant: the error falls somewhat more slowly than the bare Gaussian. The factor $1+(\sigma x/\omega)^2$ for the lowest transition rises from $1+(0.536/1.633)^2=1.11$ to $1+(2.14/1.633)^2=2.72$ between $\sigma=2$ and 4, a ratio of 2.5 against the observed 3.0. The lowest transition carries the largest error in these entries, so this is consistent with the trend, but the oscillating phase can change an entry by a comparable factor, so the comparison is not a test. At $x=1.34$ the three entries $(N,\sigma)=(32,4),(64,2),(128,1)$ are $0.030$, $0.024$ and $5.4\times10^{-3}$ and span more than a factor 5, of which the $1/N$ spreading factor alone would give 4; slow transverse echoes and the oscillating phase may also contribute, and these effects were not separated.

The tables contain two traps. In the row $N=32$ the error at $\sigma=3$ is smaller than at $\sigma=4$, against the envelope, and the rate looks flat at $0.0745$ and $0.0752$, some 7 to 8% above the exact value. In the row $N=64$ the rate has a minimum of $0.0710$ at $\sigma=2$. It comes mainly from the positive mesh error at $\sigma=1$ ($0.0718$ against the converged $0.0700$); the small negative mesh error at $\sigma=2$ ($0.0710$ against $0.0713$) only deepens it. A plateau in $\sigma$ at fixed $N$ does not by itself indicate convergence, because a mesh error can offset the change of the converged rate with $\sigma$. That rate rises as $\sigma^2$ and levels off only as $\sigma\to0$, where any fixed mesh eventually fails.

At $\sigma=3\times10^{-6}$ and $N=128$ the measured bias of $J_{01},J_{02},J_{12}$ is $0.05036,\,0.01701,\,0.10202$, the term $\sigma^2J''/2J$ gives $0.05038,\,0.01702,\,0.10195$, and the cubic estimate gives, for 12, $3\cdot9/16.3282^2=0.10127$. Richardson extrapolation of the matrices $J^\sigma$ from $\sigma=3$ and 4 yields rates $6.96088\times10^{-11}$ and $2.45725\times10^{-10}$, with relative errors $2.8\times10^{-5}$ and $1.1\times10^{-5}$. The rounded table entries show the same thing: $(16\cdot0.0733-9\cdot0.0762)/7=0.0696$.

**Naive smearing.** On the same mesh $\eta=0.0524,\,0.0230,\,0.0786$ at $\sigma=3\times10^{-6}$ and $0.0919,\,0.0408,\,0.1361$ at $4\times10^{-6}$. The bracket of (6) is $5.9289,\,2.5715,\,9.0501\times10^9E_h^{-2}$, and extrapolating $\eta/\sigma^2$ to zero width gives $5.924,\,2.571,\,9.031\times10^9$. For transition 12 the cubic estimate is $(1.2890/1.63282^2)\times10^{10}\times[3-1.2890\cdot0.8803]=9.02\times10^9$. The leading term alone, $9.0501\times10^9\cdot16\times10^{-12}=0.145$, exceeds the measured $0.1361$ because of the higher orders, mainly the $\sigma^4$ term. Around the cycle, $0.0919+0.1361=0.2280$ is far from $0.0408$. The stationary populations are $0.83909,\,0.12535,\,0.03556$ in place of the Gibbs values $0.82883,\,0.13419,\,0.03698$. They fit no single temperature: $\ln(0.83909/0.12535)/\omega_{10}=8.24\times10^4$ and $\ln(0.83909/0.03556)/\omega_{20}=8.02\times10^4\,E_h^{-1}$. The artificial dephasing of coherence 02 at $\sigma=4\times10^{-6}$ is $1.1962\times10^{-11}$ from the mesh and $1.1931\times10^{-11}$ from the leading formula, about 9% of the true $1.2751\times10^{-10}$.

**Noise in the gradients.** Random noise of 1% of the largest element was added to every $G_{i\mu,k}$. The low-frequency exponent of $J_{02}$ becomes $1.0000$, and returns to $3.0000$ after the mean is subtracted. With the 02 matrix elements held fixed, $J_{02}$ is too large by a factor $1.149$ at $3.939\times10^{-5}E_h$ and by a factor $876.5$ at $5\times10^{-7}E_h$, which is 3.29 GHz. The $\omega^{-2}$ law connects the two: $(876.5-0.99)(0.05/3.939)^2=0.141$, near the observed excess $1.149-0.991=0.158$. The remainder collects the dispersion corrections to the $\omega^{-2}$ law and the cross term between the surviving mean of $G$ and the order-$q^2$ part of $\kappa$. That term is of the same order $q^2$ as the true $|\kappa|^2$ numerator and so adds a nearly frequency-independent amount to the ratio. The pieces were not computed separately. After the projection the ratios are $0.9901$ and $0.9912$. The rule removes the divergent part of the error and leaves a nearly frequency-independent one, about 1% of $J_{02}$ for this single random draw. The draw is a favourable one: over many draws at the same noise level the error has a median size near 4% and an rms value near 6%.

### Limits of the method

At gigahertz splittings a uniform mesh with a single width is impractical. For $\omega=5\times10^{-7}E_h$, $\sigma=\omega/5$ and $x=4$, equation (8) demands $N=4\cdot1.1379\times10^{-3}/(11.9\cdot10^{-7})=3825$, while the bias is still $3/25=12\%$. Calculations at such frequencies with an ordinary mesh and a single width far above $\omega$ return a number fixed by $\sigma$: $J^\sigma(\omega)\approx\omega\,dJ^\sigma/d\omega|_0$ with the odd kernel $K_\sigma$, and the constant $\int_0^\infty P_0\omega'^3\delta_\sigma(\omega')\,d\omega'=P_0\sigma^3\sqrt{2/\pi}$ with a one-sided Gaussian. With the odd kernel the bias is a series in $\sigma^2$, so several such widths can be extrapolated to $\sigma\to0$, but $J$ is then a small remainder of much larger numbers and mesh errors are strongly amplified. The surface formula (1), or its long-wave limit in terms of $\Lambda$ and the sound speeds, avoids this and is the better choice there. Conversely (1) fails above the first van Hove point, where the mesh sum remains valid but (7) breaks down within a few $\sigma$ of the singularity.

The width $\sigma$ is a numerical parameter. A physical phonon linewidth depends on mode and temperature and changes the correlation function itself, which then obeys its own equilibrium relation; inserting such a linewidth into $F_\sigma$ also violates (4), but not according to (6). A Lorentzian has no second moment. Its tails reach the whole phonon band and change both rates in first order of the width, so the violation is in general linear in a small width. Small means that the tail contribution stays well below the upward rate. For $\beta\omega\gg1$ that rate is exponentially small, a width of a percent of $\omega$ can swamp it, and $|\eta|$ is then large and grows only logarithmically with the width. For a band extending far above $\omega$ its sign depends on temperature. When $T$ is far below the top of the band, the tails add nearly equal amounts to both rates, which weigh more in the smaller upward rate, and the bath looks too hot. At high temperature the two rates are nearly equal, the slightly larger amount added to the downward rate decides, and the bath looks too cold. The crossover lies well below the band top: for transitions 02 and 12 of the example the sign changes between 4 and 8 K, while the band ends at about 60 K. The Born–Markov step needs rates far below the frequency scale on which $\Gamma(\omega)$ varies, here $10^{-10}$ against $10^{-5}$. It fails for a local or resonant mode narrower than its coupling to the spin, and the unperturbed-host assumption misses such modes altogether. At higher temperature Raman processes, which need second derivatives of the tensors or fourth order in $G$, overtake the direct rate. In concentrated samples the resonant phonons may themselves leave equilibrium, and $\rho_B$ is then no longer thermal.

### The numerical check

The numerical check compares the finite-difference gradients with analytic ones, with the rotation rule and with a frozen-mode derivative. It compares the mesh sum at $N=4$ with the normal modes of a real-space antiperiodic $4^3$ supercell, which tests phases, normalization and the dynamical matrix and agrees to $2.0\times10^{-16}$ of the largest element of $J$. The mesh sums at larger $N$ are tested against the Gaussian convolution of the isofrequency quadrature, with the envelope (8) plus $10^{-5}$ as tolerance for $x>2.5$. The tensor (2) is compared with an independently assembled Lindblad generator, its null vector with the Gibbs weights, and its rates with the eigenvalues of the non-secular generator. Identity (5) is verified on the mesh, and the coefficients in (6) and (7), the Richardson result, the artificial dephasing and the low-frequency exponents are verified against the quadrature. The factor $2\pi$ in (4) is tested outside perturbation theory: the state with the spin in level 2 and no phonon is coupled, with scaled-up strength, to a dense band of one-phonon states, the Hamiltonian is diagonalized, and the exact decay rate of the survival probability is $1.0007$ times $2\pi J$.

## Computed values

```
a=11.9 bohr, M=1.31248e+06 me, k1=0.0072, k2=0.0024 Eh/bohr^2
T(4 K)=1.26672e-05 Eh, |B|(1 T)=4.25438e-06 au, theta=30, phi=20 deg
b_D (+x -x +y -y +z -z) [Eh]: 1.6e-05 1.6e-05 9.0e-06 9.0e-06 3.2e-05 2.4e-05 ; t_D = 6
b_g: 0.08 0.08 0.10 0.10 0.13 0.11 ; t_g = 4
D diag [Eh]: -3.3333e-06 -1.7333e-05 2.0667e-05 ; g diag: 2.1623 2.2023 2.2423
c_L[100]=1.1379e-03, c_T[100]=5.0887e-04 au; TA at X=8.5524e-05 Eh
au of time=2.41888e-17 s; 1 Eh=219474.6 cm^-1
max|G|=1.0756e-05 Eh/bohr; FD rel err(h=0.01)=6.59e-06; ratio 2h/h=4.000
rel err: rotation 2.8e-06, frozen mode 6.0e-06, supercell 2.0e-16
angular err n_theta=12,20,32 vs 40: 2.6e-04 2.1e-07 8.9e-12 ; Chebyshev err 3.1e-11
levels E [Eh]: -2.08185e-05 2.24513e-06 1.85733e-05
omega 01 02 12 [Eh]: 2.30636e-05 3.93918e-05 1.63282e-05
beta*omega: 1.8207 3.1097 1.2890 ; n: 0.1932 0.0467 0.3803
exact J_ab [Eh]: 7.5254e-12 3.3740e-11 1.6256e-12
W down [1/au]: 5.6418e-11 2.2189e-10 1.4099e-11
W up   [1/au]: 9.1346e-12 9.8993e-12 3.8848e-12
1/T1 slow, fast [1/au]: 6.96069e-11 2.45722e-10
T1 slow, fast [s]: 3.4751e-07 9.8440e-08
1/T2 01 02 12 [1/au]: 3.9668e-11 1.2751e-10 1.4815e-10 ; T2 [s]: 6.098e-07 1.897e-07 1.633e-07
non-secular shift=1.7e-18, bound |R|^2/gap=1.8e-14 1/au; gap=6.735e-06 Eh
exact decay rate / (2 pi J) = 1.0007
slow 1/T1 [1e-9/au] | max rel J_ab err vs N=inf; sigma=1,2,3,4e-6 Eh
N= 16: 0.0023 0.0147 0.0353 0.0573 | 1.0e+00 1.2e+00 1.0e+00 6.4e-01
N= 32: 0.0933 0.0807 0.0745 0.0752 | 5.9e-01 1.9e-01 1.6e-02 3.0e-02
N= 64: 0.0718 0.0710 0.0732 0.0762 | 1.4e-01 2.4e-02 5.9e-03 5.4e-04
N=128: 0.0701 0.0713 0.0733 0.0762 | 5.4e-03 7.4e-04 1.5e-05 4.7e-08
N=inf: 0.0700 0.0713 0.0733 0.0762
x=sigma N a/c_L at N=128: 1.34 2.68 4.02 5.35
bias at sigma=3e-6: 0.05036 0.01701 0.10202 ; s^2J''/2J: 0.05038 0.01702 0.10195
3 sigma^2/omega^2: 0.05076 0.01740 0.10127
Richardson 1/T1 [1/au]: 6.96088e-11 2.45725e-10 ; rel err: 2.8e-05 1.1e-05
naive ln ratio - beta w, s=3e-6: 0.0524 0.0230 0.0786 ; 4e-6: 0.0919 0.0408 0.1361
leading coeff [Eh^-2]: 5.9289e+09 2.5715e+09 9.0501e+09 ; extrapolated: 5.924e+09 2.571e+09 9.031e+09
populations Gibbs: 0.82883 0.13419 0.03698 ; naive s=4e-6: 0.83909 0.12535 0.03556
fake dephasing 02, s=4e-6: mesh 1.1962e-11, formula 1.1931e-11 1/au
low-omega exponent of J: noisy 1.0000, sum rule restored 3.0000
J_02/J_clean at w=5.000e-07 Eh: noisy 876.5004, restored 0.9901
J_02/J_clean at w=3.939e-05 Eh: noisy 1.1490, restored 0.9912
w=5e-7 Eh = 3.29 GHz: N for x=4, sigma=w/5: 3825
```
